# Wall flux of an absorbed species in a diffusion model, part 2

A dilute species diffuses through a carrier gas to a flat wall, which absorbs each striking molecule with probability $s$. We seek the net flux $J$ to the wall per unit area and time. In the algebra $T$ is an energy, so Boltzmann's constant does not appear.

The distance from the wall is $z$, $v$ is the speed, and $u$ is the velocity component toward the wall. The distribution $f$ integrates over velocity to the density, and $F$ is the Maxwellian of unit density. The molecular mass is $m$, and the mean speed is

$$c=\sqrt{\frac{8T}{\pi m}}. \tag{8}$$

An equilibrium gas of density $n$ sends a half-flux $nc/4$ onto the wall. The diffusion coefficient obeys $J=D\,dn/dz$, and $\lambda=3D/c$ is the transport mean free path.

The assumptions are:

- **A1.** The species is dilute, the carrier is at rest, and the gas is steady and uniform along the wall.
- **A2.** Carrier and wall share the temperature $T$.
- **A3.** $s$ does not depend on the speed or angle of impact.
- **A4 (the closure).** The diffusion form $f=nF(v)[1+u\,a(v)]$ holds all the way to the wall.

The skew, the term in $u$, makes the incident stream $nc/4+J/2$. (An added even distortion $0.2P_2$ in the angular factor $1+0.3\mu$, with $\mu=u/v$, raises that stream by 4.17 percent.) The closure gives

$$\boxed{\,J=\frac{s}{1-s/2}\,\frac{nc}{4}\,} \tag{17}$$

with $n$ the diffusion density continued to the wall. The plain rule, without the skew, is $J=snc/4$. The continued linear profile reaches zero at $z=-\ell$; at $s=1$ the closure gives $\ell=2\lambda/3$.

For a gap of width $L$ without gas-phase loss and with diffusion density $n_L$ at $z=L$,

$$J=\frac{n_Lc/4}{1/s-1/2+R},\qquad R=\frac{3L}{4\lambda}. \tag{27}$$

If instead an equilibrium reservoir of density $n_0$ sends in its half-flux at $z=L$,

$$J=\frac{n_0c/4}{1/s+R}. \tag{28}$$

For this second case, the plain wall rule gives the denominator $1/s+1/2+R$.

**Remark 5: a doubled coefficient need not double the flux.** At fixed $n_L$, removing the skew changes the denominator of (27) to $1/s+R$. The fractional gain due to the skew is therefore

$$\frac{1/s+R}{1/s-1/2+R}-1=\frac{1/2}{1/s-1/2+R}. \tag{31}$$

It grows with $s$ and falls with $R$. At $s=1$ it is $1/(1+2R)$, which equals one for $R=0$ but is small for a gap many mean free paths wide.

### Theorem 3: the dependence on $s$ without the closure

The closure A4 can be dropped if the re-emission is specified. Let the unabsorbed molecules leave the wall with the equilibrium distribution of outgoing velocities at temperature $T$. This is diffuse re-emission. Assume also that the half-space problem has a unique solution for a given flux, and that this solution approaches the diffusion form far from the wall.

**Theorem 3.** Under A1 to A3 and these assumptions,

$$J=\frac{s}{1-bs}\,\frac{nc}{4}, \tag{32}$$

where $n$ is the far diffusion density continued to the wall, and $b$ does not depend on $s$.

**Proof.** Let $\phi$ be the solution for $s=1$ with unit net flux. No molecules leave the wall, so its incident flux is also one. Let $\alpha$ be its diffusion density continued to the wall. For general $s$, try

$$f=J\phi+AF. \tag{33}$$

Both terms solve the linear kinetic equation. The second carries no net flux, so the total net flux is $J$. At the wall the outgoing molecules come from $AF$ alone and have the required equilibrium form. The incident flux is $J+Ac/4$, and the loss condition is

$$J=s\left(J+\frac{Ac}{4}\right)
\quad\Longrightarrow\quad
\frac{Ac}{4}=J\left(\frac1s-1\right). \tag{34}$$

The continued diffusion density is $n=J\alpha+A$. Multiplication by $c/4$ gives

$$\frac{nc}{4}=J\left(\frac{\alpha c}{4}+\frac1s-1\right)
=J\left(\frac1s-b\right),\qquad b=1-\frac{\alpha c}{4}. \tag{35}$$

Since $\alpha$ belongs to the absorbing wall, $b$ is independent of $s$. Solving for $J$ proves (32). $\square$

The closure therefore has the correct dependence on $s$ for diffuse re-emission. Its approximation lies in the single number $b=1/2$.

### The size of the closure error

Two collision models show how far $b$ departs from $1/2$. In the first, molecules keep a fixed speed $c$ and scatter isotropically:

$$-u\frac{\partial f}{\partial z}=\frac c\lambda\,(\bar f-f), \tag{36}$$

where $\bar f$ is the average of $f$ over directions. In the second, collisions at a constant rate $\nu$ replace the velocity by one drawn from equilibrium:

$$-u\frac{\partial f}{\partial z}=\nu\,(nF-f), \tag{37}$$

where $n$ is here the local density.

For fixed speed, the numerical solution gives an extrapolation length $\ell=0.7104\lambda$ at $s=1$, instead of the closure's $2\lambda/3$. The known integral

$$\frac{\ell}{\lambda}=\frac{6}{\pi^2}+\frac1\pi\int_0^{\pi/2}\left[\frac{3}{x^2}-\frac{1}{1-x\cot x}\right]dx, \tag{38}$$

which is used here as a check and not derived, also gives $0.7104$. Unit flux has gradient $1/D$, so $\alpha=\ell/D=3\ell/(c\lambda)$. Hence

$$b=1-\frac{3\ell}{4\lambda}=1-0.75\times0.7104=0.467. \tag{39}$$

The relaxation model gives $b=0.427$. The coefficients $J/(nc/4)$ are then:

| $s$ | closure | fixed speed | relaxation |
|---|---:|---:|---:|
| 0.01 | 0.01005 | 0.01005 | 0.01004 |
| 0.10 | 0.1053 | 0.1049 | 0.1045 |
| 0.50 | 0.667 | 0.652 | 0.636 |
| 1.00 | 2.000 | 1.877 | 1.744 |

At $s=1$ the closure is 6.6 percent above the fixed-speed result and 14.7 percent above the relaxation result, each relative to the kinetic value. In every row it is closer to both kinetic values than the plain coefficient $s$. These two models are not bounds on the behaviour of a real gas.

**Remark 6: which density is meant.** In the kinetic layer the true density departs from the continued diffusion density. If the true density at the wall is used at $s=1$, the coefficient is 2.31 for fixed speed and 2.51 for relaxation. Dividing the two coefficients for the same flux gives the density ratio: $1.877/2.309=0.81$ and $1.744/2.507=0.70$. The true wall density is lower than the diffusion density by 19 and 30 percent in these models.

**Remark 7: mirror-like re-emission.** If unabsorbed molecules are reflected specularly, the outgoing distribution is not Maxwellian and the proof of Theorem 3 does not apply. For fixed speed and $s=0.5$ the coefficient is 0.645, compared with 0.652 for diffuse re-emission and 0.667 from the closure.

### Lemma 3: a diffusion coefficient for the example

**Lemma 3.** Let the carrier have density $N$, let $\sigma$ be the centre-to-centre distance at contact, and let $m_r$ be the reduced mass. For hard spheres, approximating the species by a slowly drifting Maxwellian gives

$$D=\frac{3}{8N\sigma^2}\sqrt{\frac{T}{2\pi m_r}}. \tag{40}$$

**Proof.** Let the species drift toward the wall at velocity $w$, and let a molecule lose momentum to the carrier at the mean rate $\xi w$. The pressure gradient balances this friction: $T\,dn/dz=n\xi w$. Since $J=nw=D\,dn/dz$, we have $D=T/\xi$.

At impact parameter $p$, hard spheres deflect the relative velocity by an angle $\chi$ with $p^2=\sigma^2(1+\cos\chi)/2$. Equal areas $\pi\,d(p^2)$ thus correspond to equal intervals of $\cos\chi$, and the scattering is isotropic. The mean relative velocity after a collision is zero, so the mean momentum lost is $m_r\mathbf g$, where $\mathbf g$ is the relative velocity before it. Collisions occur at the rate $N\pi\sigma^2g$, and

$$\xi w=N\pi\sigma^2m_r\langle g\,g_w\rangle, \tag{41}$$

with $g_w$ the component along the drift. The relative velocity is Maxwellian with mass $m_r$ and mean $w$. To first order in $w$, its distribution is the undrifted one multiplied by $1+m_rwg_w/T$. The undrifted term averages to zero, and isotropy replaces $g_w^2$ by $g^2/3$:

$$\langle g\,g_w\rangle=\frac{m_rw}{3T}\langle g^3\rangle_0,\qquad
\langle g^3\rangle_0=\frac{4}{\sqrt\pi}\left(\frac{2T}{m_r}\right)^{3/2}. \tag{42}$$

The last average uses $\int_0^\infty g^5e^{-\beta g^2}dg=1/\beta^3$ with $\beta=m_r/2T$. Thus

$$\xi=\frac83N\sigma^2\sqrt{2\pi m_rT}, \tag{43}$$

and $D=T/\xi$ is (40). $\square$

### Oxygen atoms above a wafer

Take oxygen atoms in O$_2$ at 0.2 Torr and 473 K. A plane 10 mm from the wafer has a known diffusion density, with 2 percent atoms. The collision diameter is set to a rough 0.33 nm. The ideal-gas law gives $N=4.08\times10^{15}$ cm$^{-3}$, so the atom density at the plane is $8.17\times10^{13}$ cm$^{-3}$. Equations (8) and (40) give $c=791$ m/s and $D=2043$ cm$^2$/s. Then

$$\lambda=\frac{3\times0.2043\ \mathrm{m^2/s}}{791.2\ \mathrm{m/s}}
=0.775\ \mathrm{mm},\qquad
R=\frac{3\times10}{4\times0.775}=9.68. \tag{44}$$

The half-flux $n_Lc/4$ is 16,152 nm$^{-2}$ s$^{-1}$. For $s=0.5$, (27) gives

$$J=\frac{16152}{2-0.5+9.681}=1445\ \mathrm{nm^{-2}\,s^{-1}}, \tag{45}$$

or about $1.4\times10^{17}$ cm$^{-2}$ s$^{-1}$. The digits in (45) serve only the comparisons below. The rough collision diameter leaves the absolute flux uncertain by tens of percent: a diffusion coefficient 30 percent larger, which is plausible for O in O$_2$, would raise it by 25 percent. Without the skew the denominator is 11.681 and the flux is 1383 nm$^{-2}$ s$^{-1}$. The wall coefficient has risen by a third, but the flux by 4.5 percent. At $s=1$ the coefficient doubles and the flux rises by 4.9 percent; at $s=0.01$ the flux rises by 0.46 percent. All these comparisons hold $n_L$ fixed.

Changes in the inputs and neglected effects can be ranked for $s=0.5$, relative to the flux in (45).

- **Collision diameter.** An increase of 10 percent lowers the flux by 15.4 percent, since $R\propto\sigma^2$.
- **Temperature.** Gas and wall 50 K hotter, at fixed pressure and atom fraction, raise it by 3.7 percent. This uses the hard-sphere law $D\propto T^{3/2}$ at fixed pressure; with $D\propto T^{1.75}$, closer to the behaviour of many real gases, the rise is 5.9 percent.
- **Approximate diffusion coefficient.** Equation (40) neglects the distortion of the drifting Maxwellian by collisions. For hard spheres with this mass ratio the full $D$ is about 4.3 percent larger, which raises the flux by about 3.7 percent, nearly as much as the skew does.
- **Recombination drift.** Two atoms return as one molecule, leaving a net particle flow $J/2$ toward the wall. With atom fraction $x$, $J=D\,dn/dz+xJ/2$. The drift carries the local fraction $x/2$ of the flux, 1 percent at the far plane and less nearer the wall, where $x$ is smaller; over the whole gap it raises the flux by about 0.5 percent.
- **Kinetic layer.** It lowers the flux by 0.29 percent for fixed speed and 0.65 percent for relaxation. These are model values; for hard spheres with this mass ratio $b$ is about 0.46, close to the fixed-speed case, and the reduction is about 0.3 percent.
- **Ozone formation.** With an assumed rough ceiling $k=10^{-33}$ cm$^6$/s for O + O$_2$ + O$_2$, the loss rate times the diffusion time is $kN^2L^2/D=8\times10^{-6}$, which is negligible.

These conditions lie in the rough regime of plasma-enhanced atomic layer deposition. The loss probabilities are round model values, not data for particular surfaces. The example also assumes a known, laterally uniform atom density, which a real reactor need not provide. It further takes the carrier to be at rest and at the wall temperature. A flow of speed $V$ toward the wafer matters in proportion to $VL/D$: for $V$ of 0.8 to 3 m/s this is 0.04 to 0.15, and in a simple stagnation-flow estimate the flux rises by roughly 0.5 to 2 percent. At fixed total pressure the calculated flux is proportional to that density, so an error of a factor of two in the atom fraction changes the flux by a factor of two, far more than the skew does. Inside a trench much narrower than 0.775 mm, most atoms meet a trench wall before they meet a carrier molecule. The diffusion wall law then does not apply within the trench. A collisionless calculation there needs the incident stream at the mouth, including its distribution over directions. Absorption concentrates this stream toward the normal: for fixed speed and a flat wall with $s=1$, the share arriving within about 18 degrees of the normal is about 24 percent larger than in an equilibrium stream. The numerical output lists most of the values used here. Its line "Feed half-flux n0 c/4" gives $n_Lc/4$, formed with the diffusion density at the far plane; it is not the reservoir half-flux of (28).

## Table of computed values

```
Even-distortion defect of half-flux identity: 4.17 percent
Extrapolation length, s=1, fixed speed: 0.7104 mean free paths
Same from independent integral: 0.7104 mean free paths
b, closure: 0.5000 (dimensionless)
b, fixed-speed scattering: 0.4672 (dimensionless)
b, Maxwellian relaxation: 0.4267 (dimensionless)
Wall factor J/(n c/4), dimensionless: s, closure, fixed speed, relaxation
  0.01  0.01005  0.01005  0.01004
  0.10  0.10526  0.10490  0.10446
  0.50  0.66667  0.65239  0.63560
  1.00  2.00000  1.87676  1.74421
Specular re-emission, s=0.5, fixed speed, factor: 0.6449
Factor on TRUE wall density, s=1, fixed speed: 2.3094
Factor on TRUE wall density, s=1, relaxation: 2.5066
Half-flux-fed gap, s=1, J/(n0 c/4): L/lambda, kinetic, closure, plain wall rule
  0.1  0.9157  0.9302  0.6349
  1.0  0.5534  0.5714  0.4444
  5.0  0.2077  0.2105  0.1905
Example: O in O2, pressure 0.2 Torr, temperature 473 K
Gap: 10 mm; collision diameter: 0.33 nm
O fraction at feed plane: 2 percent
Total gas density: 4.083e+15 cm^-3
O density at feed plane: 8.166e+13 cm^-3
Diffusion coefficient: 2043 cm^2/s
Mean speed of O: 791.2 m/s
Transport mean free path: 0.775 mm
Gap resistance 3L/(4 lambda): 9.681 (dimensionless)
Feed half-flux n0 c/4: 16152.1 nm^-2 s^-1
Flux in nm^-2 s^-1: s, with skew, without skew, gain in percent
  0.01  147.94  147.26  0.46
  0.10  842.07  820.68  2.61
  0.50  1444.55  1382.72  4.47
  1.00  1586.43  1512.17  4.91
Main flux, s=0.5, converted: 1.445e+17 cm^-2 s^-1
Kinetic-layer change of flux, s=0.5: fixed -0.29, relaxation -0.65 percent
Kinetic-layer change of flux, s=1.0: fixed -0.32, relaxation -0.71 percent
Gas 50 K hotter, s=0.5: flux change 3.7 percent
Collision diameter +10 percent, s=0.5: flux change -15.4 percent
Recombination drift, upper size (fraction/2): 1.0 percent
Three-body rate ceiling (rough input): 1e-33 cm^6/s
Three-body loss rate times L^2/D: 8.2e-06 (dimensionless)
```
